# Self-consistent ionic screening of ferroelectric films and the oxygen-pressure voltage shift

## 1. Situation and conventions

A ferroelectric film lies on a metal electrode, and its upper face is open to oxygen. The polarization leaves bound charge on that face. No metal covers that face to compensate it. Electronic charge in the film or at its surface, or other adsorbates, could do so, but here the compensating charge is taken to come from ions: oxygen adsorbed from the gas, or oxygen vacancies left when lattice oxygen departs. Their number depends on the surface potential, which depends in turn on their charge and on the polarization. The three must be found together, and the oxygen pressure enters the result.

The polarization $P$ is uniform and positive when it points toward the gas. The film has thickness $d$ and background permittivity $\epsilon_b$, an absolute permittivity that excludes the ferroelectric response. The bottom electrode is at zero potential and the plane of the ions at $\phi_s$. The ions carry charge $\sigma$ per area. They exchange electrons with a sparse contact on the upper face, held at bias $V$, whose own field is neglected. If the electrons come from the bottom electrode instead, $V=0$.

Ion species $i$ has charge $z_ie$, $N_i$ sites per area and occupied fraction $\theta_i$. Forming one ion consumes $\nu_i$ molecules of O$_2$. The two main reactions are

$$\tfrac12{\rm O_2}+2e^-+{\rm site}\to{\rm O^{2-}},\qquad {\rm O_{surface}}\to {\rm vacancy^{2+}}+\tfrac12{\rm O_2}+2e^- .$$

The first has $z=-2,\ \nu=+\tfrac12$; the second has $z=+2,\ \nu=-\tfrac12$. In both, $\nu=-z/4$, because reducing one O$_2$ to two oxide ions takes four electrons.

The gas is ideal, the temperature $T$ is fixed, and $\ell=\ln(p/p_0)$ with $p_0$ a reference pressure. The energy $g_i$ is the free energy of forming ion $i$ at $p_0$ when $\phi_s=V$; it includes the work function of the contact.

## 2. Electrostatics

The structure is neutral as a whole, so the displacement above the ions vanishes. Gauss's law across the ion plane then gives a displacement $-\sigma$ below it. Inside the film this equals $\epsilon_bE+P$, hence

$$E=-\frac{P+\sigma}{\epsilon_b}. \tag{1}$$

The ions do not sit exactly at the bound charge, and the metal screens over a finite depth. Both separations are lumped into one vacuum-equivalent thickness $\lambda$, in which the field is $-\sigma/\epsilon_0$. Since potential is minus the integral of the field,

$$\phi_s=-Ed-\left(-\frac{\sigma}{\epsilon_0}\right)\lambda
=\frac{(P+\sigma)d}{\epsilon_b}+\frac{\lambda\sigma}{\epsilon_0}. \tag{2}$$

The stored field energy per area is $\tfrac12\epsilon_bE^2d+\tfrac12\epsilon_0(\sigma/\epsilon_0)^2\lambda$.

## 3. The coupled isotherm

Let $f(P)$ be the film's free energy per volume without the field energy. In mean field, with independent sites, the free energy per area at fixed $V$ and $p$ is

$$\begin{aligned}
\Omega={}&d\,f(P)+\frac{d(P+\sigma)^2}{2\epsilon_b}+\frac{\lambda\sigma^2}{2\epsilon_0}-V\sigma\\
&+\sum_iN_i\{(g_i-\nu_ikT\ell)\theta_i+kT[\theta_i\ln\theta_i+(1-\theta_i)\ln(1-\theta_i)]\},
\end{aligned}\tag{3}$$

with $\sigma=e\sum_iz_iN_i\theta_i$. The term $-V\sigma$ is the work of the voltage source; $-\nu_ikT\ell$ is the free energy of the consumed gas.

The derivative of the two field terms with respect to $\sigma$ is $\phi_s$, by (2), and $\partial\sigma/\partial\theta_i=ez_iN_i$. Setting $\partial\Omega/\partial\theta_i=0$ and dividing by $N_i$ gives

$$z_ie(\phi_s-V)+g_i-\nu_ikT\ell+kT\ln\frac{\theta_i}{1-\theta_i}=0,$$

or, with $u=\phi_s-V$,

$$\frac{\theta_i}{1-\theta_i}=\left(\frac p{p_0}\right)^{\nu_i}\exp\left(-\frac{g_i+z_ieu}{kT}\right). \tag{4}$$

This is a Langmuir isotherm whose adsorption energy contains the potential that the adsorbates help to create. The remaining condition, $\partial\Omega/\partial P=0$, reads $f'(P)+(P+\sigma)/\epsilon_b=0$. By (1) this is

$$E=f'(P). \tag{5}$$

**Uniqueness at fixed $P$.** From (4), $d\theta_i/du=-(z_ie/kT)\theta_i(1-\theta_i)$. The isotherm charge therefore falls as $u$ rises:

$$\frac{d\sigma}{du}=-C_a,\qquad C_a=\frac{e^2}{kT}\sum_iz_i^2w_i,\qquad w_i=N_i\theta_i(1-\theta_i). \tag{6}$$

The charge required by (2) rises with $\phi_s$. A falling and a rising curve cross once, so each prescribed $P$ has one ionic charge. Several states at the same $V$ and $p$ can arise only because $P$ is free as well.

**Strong and weak screening.** Hold $V$ and $p$ fixed and change $P$. Then $d\sigma=-C_a\,d\phi_s$ and $d\phi_s=(d/\epsilon_b)dP+(d/\epsilon_b+\lambda/\epsilon_0)d\sigma$. Eliminating $d\phi_s$,

$$\frac{d\sigma}{dP}=-\frac{C_a\,d/\epsilon_b}{1+C_a(d/\epsilon_b+\lambda/\epsilon_0)} .\tag{7}$$

For large $C_a$ this tends to $-(d/\epsilon_b)/(d/\epsilon_b+\lambda/\epsilon_0)$: the ions follow the polarization as a metal electrode with the same $\lambda$ would. For $C_a\to0$ the charge does not respond, and the film feels its full depolarizing field. One surface can show both behaviours, because $C_a$ is large when a good share of the sites is occupied and a good share empty, and tiny when ions are rare or the sites nearly full.

## 4. Pressure as a voltage

Put $\nu_i=-z_i/4$ for every species. The pressure term in (3) becomes

$$-kT\ell\sum_i\nu_iN_i\theta_i=\frac{kT\ell}{4}\sum_iz_iN_i\theta_i=\frac{kT}{4e}\ell\,\sigma .$$

It has the same form as $-V\sigma$. The two combine into $-V_{\rm eff}\sigma$, with

$$\boxed{V_{\rm eff}=V-\frac{kT}{4e}\ln\frac p{p_0}} \tag{8}$$

Neither $V$ nor $p$ appears anywhere else in $\Omega$. Every stationary state, stable or not, thus depends on them through $V_{\rm eff}$ alone. The bias that holds a given $P$ obeys

$$V(P;p)=V(P;p_0)+\frac{kT}{4e}\ln\frac p{p_0}, \tag{9}$$

so the whole equilibrium loop slides rigidly along the voltage axis. The sign can be read from the chemistry: more oxygen favours negative ions, as a more negative contact does, and both favour $P$ toward the gas.

The result does not rest on mean field. In a microscopic configuration with $n_i$ ions of each kind, bias and pressure enter the statistical weight through

$$\exp\left[\frac{eV}{kT}\sum_iz_in_i+\ell\sum_i\nu_in_i\right]
=\exp\left[\frac{Q}{kT}\left(V-\frac{kT}{4e}\ell\right)\right],\quad Q=e\sum_iz_in_i .$$

Lateral repulsion, discrete ion positions and domains change the rest of the energy, but the shift survives if that rest does not depend on $p$ or $V$. Equilibrium does have to hold: reaction rates may depend on pressure in other ways, so a loop swept faster than the ions exchange need not slide rigidly.

**When the ratio differs.** Hold $P$ fixed. By (5), (1) and (2), $E$, $\sigma$ and $\phi_s$ are then fixed too. Differentiating (4) at constant $\sigma$,

$$0=\sum_iz_iw_i\left(\nu_i\,d\ell-\frac{z_ie}{kT}du\right).$$

Since $dV=-du$ at fixed $\phi_s$,

$$\left.\frac{dV}{d\ell}\right|_P=-\frac{kT}{e}\,\frac{\sum_i\nu_iz_iw_i}{\sum_iz_i^2w_i}. \tag{10}$$

If all $\nu_i/z_i$ are equal, the weights cancel and the shift is common. Superoxide, O$_2^-$, has $z=-1,\ \nu=1$ and alone gives $kT/e$, four times the oxide value. When it coexists with doubly charged vacancies, the shift depends on which ion dominates, and the loop is distorted as well as moved. At $P=0$ the film has $\sigma=0$, so dilute ions satisfy $w_{\rm superoxide}=2w_{\rm vacancy}$. Equation (10) then gives $-(kT/e)(-1-2)/(4+2)=kT/2e$, between the two limits.

## 5. Explicit solution and stability

For a film with two polar states, take

$$f(P)=-\frac a2P^2+\frac{a}{4P_0^2}P^4,\qquad E=-aP+\frac{aP^3}{P_0^2}. \tag{11}$$

The extrema of $E$ lie at $P=\pm P_0/\sqrt3$. Substitution gives the intrinsic coercive field $E_c=2aP_0/(3\sqrt3)$, so $a=3\sqrt3E_c/(2P_0)$.

It is easier to choose $P$ and compute $V$ than the reverse. Equation (11) gives $E$, then $\sigma=-(P+\epsilon_bE)$, then $\phi_s=-Ed+\lambda\sigma/\epsilon_0$. What remains is to invert the isotherm for $u$.

Let vacancies and oxide ions occupy separate sets of sites, each of density $N$, with energies $g_+$ and $g_-$. Define $y=e^{2eu/kT}$, $A=e^{g_+/kT+\ell/2}$, $B=e^{g_-/kT-\ell/2}$ and $s=\sigma/(2eN)$. Equation (4) gives $\theta_+=1/(1+Ay)$ and $\theta_-=y/(B+y)$, so

$$s=\theta_+-\theta_-=\frac{(B+y)-y(1+Ay)}{(1+Ay)(B+y)}=\frac{B-Ay^2}{(1+Ay)(B+y)} .$$

Multiplying out and collecting powers of $y$,

$$A(1+s)y^2+s(1+AB)y-B(1-s)=0. \tag{12}$$

For $|s|<1$ the product of the roots is negative, so one root is positive. With $b=s(1+AB)$ and $R=\sqrt{b^2+4AB(1-s^2)}$ it is

$$y=\frac{R-b}{2A(1+s)}=\frac{2B(1-s)}{R+b}.$$

Use the first form for $s\le0$ and the second for $s>0$; neither then subtracts nearly equal numbers. Finally $u=(kT/2e)\ln y$ and $V=\phi_s-u$. Values with $|s|\ge1$ ask for more charge than the sites can supply.

**Stability.** Let $G(P)$ be $\Omega$ after the ions have relaxed at fixed $P$. Then $G'=d[f'+(P+\sigma)/\epsilon_b]$, which vanishes along the curve $V(P)$. Differentiating that zero along the curve,

$$G''+\frac d{\epsilon_b}\left.\frac{\partial\sigma}{\partial V}\right|_P\frac{dV}{dP}=0 .$$

At fixed $P$, $d\sigma=-C_a(d\phi_s-dV)$ and $d\phi_s=(d/\epsilon_b+\lambda/\epsilon_0)d\sigma$. Hence $\partial\sigma/\partial V=C_a/[1+C_a(d/\epsilon_b+\lambda/\epsilon_0)]>0$. A state is therefore a minimum against uniform changes when $dV/dP<0$, and branches end where $dV/dP=0$.

## 6. What a surface-potential measurement sees

The bias shift in (9) is taken at fixed $P$. A measurement at fixed $V$ lets $P$ relax and records $\phi_s$. For oxide ions and vacancies, (4) depends on $u+(kT/4e)\ell$, so

$$d\sigma=-C_a\left(d\phi_s+\frac{kT}{4e}d\ell\right).$$

From $-\sigma=\epsilon_bE+P$ and $dP=dE/f''$ one has $-d\sigma=(\epsilon_b+1/f'')dE$. Inserting this in $d\phi_s=-d\,dE+\lambda\,d\sigma/\epsilon_0$, where the first $d$ in $d\,dE$ is the thickness, gives $d\phi_s=d\sigma/C_s$ with

$$\frac1{C_s}=\frac d{\epsilon_b+1/f''}+\frac\lambda{\epsilon_0}.$$

Eliminating $d\sigma$,

$$\left.\frac{d\phi_s}{d\ell}\right|_V=-\frac{kT}{4e}\,\frac{C_a}{C_a+C_s}. \tag{13}$$

The surface potential follows the full value $-kT/4e$ only when $C_a\gg|C_s|$.

## 7. Worked example

The parameters are round values in the rough regime of thin ferroelectric hafnia films: $d=10$ nm, $P_0=20$ µC/cm², $E_c=2$ MV/cm, $\epsilon_b=10\epsilon_0$, $\lambda=0.02$ nm and $T=600$ K. Each ion has 4 sites per nm² and $g_+=g_-=0.8$ eV at $p_0=760$ Torr; these site numbers and energies are assumed for illustration and are not taken from hafnia. The lowest pressure is $10^{-6}$ Torr.

**Loop shift.** Here $kT/4e=0.01293$ V, or 0.0298 V per decade. The range spans 8.88 decades, so pumping moves the loop by $-8.88\times0.0298=-0.264$ V. Across 10 nm this is 0.264 MV/cm, 13% of $E_c$. The coercive biases go from $\pm1.451$ V to $+1.187$ and $-1.715$ V. At zero bias, removing the up state by pumping would take $1.451/0.0298\approx49$ decades. Over the range considered, pressure displaces this loop but cannot switch its up state by uniform reversal. Pumping does make the down state lower in energy, by 93 mJ/m², so nucleation of reversed domains, which is left out here, could switch a real film sooner.

**Up state at $V=0$, 760 Torr.** The solution has $P=18.36$ and $\sigma=-17.69$ µC/cm². Their sum, 0.67 µC/cm², gives $E=-0.752$ MV/cm by (1). Equation (2) gives $\phi_s=0.7522-0.3996=0.3526$ V. The oxide coverage is 0.138, and (4) confirms it: $kT\ln(0.138/0.862)=-0.095$ eV, equal to $-(0.8-2\times0.3526)$ eV. Without ions the field at $P_0$ would be 22.6 MV/cm.

Pumping at $V=0$ lowers $P$ to 17.70 µC/cm² and raises $\phi_s$ to 0.615 V. The rise of 0.263 V is nearly the whole loop shift because $C_a=590$ µF/cm² far exceeds $C_s=3.16$ µF/cm².

**A third state.** At 760 Torr and $V=0$ there are five uniform solutions. Those at $P=\pm18.36$ and 0 are stable against uniform changes; those at $\pm1.12$ µC/cm² are not. At $P=0$ ions are so rare that $C_a=0.0019$ µF/cm². The surface then acts as an open circuit, and the depolarizing coefficient $1/\epsilon_b$ exceeds $a$ by the factor $22.6/5.20$, where $5.20$ MV/cm is $aP_0$. Against uniform changes, the nonpolar state is held in place by the lack of screening charge. It need not survive the formation of stripe domains (Section 9). Here $C_s=-3.18$ µF/cm², negative because $-1/\epsilon_b<f''<0$ and $\lambda$ is small. Equation (13) then gives a slope of $+8\times10^{-6}$ V, with reversed sign and practically zero: at this pressure the surface potential hardly registers the gas. The slope grows on pumping and diverges at the edge of the nonpolar branch, where $C_a+C_s$ goes to zero.

The edge of the nonpolar branch follows from a dilute limit. On the side $P>0$ only oxide ions matter, and for small $P$

$$\sigma\simeq-(1-a\epsilon_b)P,\qquad \theta_-\simeq\frac{(1-a\epsilon_b)P}{2eN},\qquad u\simeq\frac{g_-+kT\ln\theta_-}{2e}.$$

With $E\simeq-aP$, $V=\phi_s-u$ becomes

$$V\simeq KP-\frac{g_-+kT\ln\theta_-}{2e},\qquad K=ad-\frac{\lambda(1-a\epsilon_b)}{\epsilon_0}.$$

Setting $dV/dP=K-kT/(2eP)=0$ gives $P=kT/(2eK)$. In SI units $ad=25.98$ and $a\epsilon_b=0.230$, so $K=24.2$ V m²/C and $P=0.107$ µC/cm². Then $\theta_-=6.4\times10^{-4}$ and $V=0.026-0.210=-0.184$ V, which agrees with the edge found from the full curve. By symmetry the other edge is $+0.184$ V.

Lowering the pressure raises $V_{\rm eff}$. At $V=0$ the nonpolar state is lost when the pressure has fallen by $0.184/0.0298=6.18$ decades, at $5.0\times10^{-4}$ Torr. Relaxing $P$ from zero at three times this pressure ends at $-0.03$ µC/cm², still on the nonpolar branch. At one third of it, relaxation ends at $-18.8$ µC/cm²: vacancies have formed and selected the down state. This pressure is sensitive to the assumed $g_+$: the edge moves by $\delta g_+/2e$, or 1.7 decades per 0.1 eV. For $g_+=1.0$ eV it lies below $10^{-6}$ Torr, and for $g_+$ above about 4.2 eV no down state exists at $V=0$ in the whole pressure range.

**Different redox ratios.** Replacing oxide ions by superoxide, with the same $g$ and $N$, gives a shift of $-1.057$ V at $P=+20$ µC/cm² but $-0.264$ V at $P=-20$ µC/cm². These are the two limits of (10).

## 8. Tests of the isotherm and the shift

The mean-field isotherm was compared with explicit sums over all occupation numbers, at $P=15$ µC/cm², $V=0.2$ V, $\ell=-1$ and $g_\pm=0.1$ eV, chosen so that both ions are abundant. The largest absolute coverage difference was $4.2\times10^{-4}$ for 500 sites per species and $1.1\times10^{-4}$ for 1500.

For the shift, 300 sites per species were given a lateral repulsion of $0.3(n_+^2+n_-^2)/300$ eV. Changing $\ell$ from 0 to $-10$ while lowering $V$ by $10kT/4e$ left the coverages unchanged to rounding. With superoxide in place of oxide, the same exchange changed a coverage by 0.005, so the test does detect a violated condition.

## 9. Limits of the model and real devices

The shift (8) is more robust than the loop it moves. The following rough sizes concern the loop.

- **Ion discreteness.** Two oxide ions at their mean spacing in the up state, 1.35 nm, repel by about 0.26 eV, five times $kT$, if the relative permittivity is taken as 16.4, the mean of film and vacuum. The mean repulsion is already in the model; what is missing is that ions avoid one another, which lowers the energy of adding one. An energy change $\delta g$ moves $u$ by $\delta g/2e$ at fixed coverage, so one pair energy corresponds to 0.13 V. Sampling the arrangements of ions on a square lattice of sites, with the same permittivity, gives a larger shift, about 0.3 V.
- **Bulk vacancies.** An assumed density of $10^{19}$ cm⁻³ carries 3.2 µC/cm², 16% of $P_0$. Spread uniformly, this charge bends the potential by about $3.2\ \mu{\rm C/cm^2}\times d/(2\times31.7\,\epsilon_0)\approx0.6$ V, where 31.7 is the film's total relative permittivity at $P_0$. In the up state the film is more polarizable, and solving (11) locally at fixed ion charge gives about 0.4 V. This can alter the loop substantially.
- **Leakage and breakdown.** The coercive film field is half of a rough breakdown field of 4 MV/cm. For an assumed electron barrier of 2 eV, effective mass of 0.2 electron masses and optical permittivity of 4, emission over the barrier there is $2\times10^{-8}$ A/cm², and the zero-temperature tunnelling formula gives $2\times10^{-12}$ A/cm². Neither counts electrons that are thermally excited partway up the barrier and tunnel through its thin upper part. At 600 K these dominate and bring the leakage to roughly $10^{-6}$ A/cm². It then passes a charge $P_0$ in about 20 s, instead of the 800 s found from emission over the barrier alone. At nonzero bias, the equilibrium description assumes that ion exchange is fast enough for this leakage not to disturb the surface.
- **Stripe domains.** Stripes of width $w$ carry alternating surface charge $\pm P_0$. Summing the field energy of its Fourier components at the free face gives $4.21P_0^2w/[\pi^3\epsilon_0(1+31.7)]$ per area, where $4.21=4\sum_{n\,{\rm odd}}n^{-3}$, and walls of energy $\gamma$ add $\gamma d/w$. With an assumed $\gamma=50$ mJ/m², the minimum is 194 mJ/m² at $w=5.2$ nm. The bulk gain from polarizing is $aP_0^2d/4=260$ mJ/m². By this estimate stripes lie below the uniform nonpolar state, which may therefore break up before its calculated limit. The estimate takes the relative permittivity in the film plane to be 31.7 as well. With an in-plane value of 10 the minimum rises to about 255 mJ/m², nearly equal to the gain. If all of $\lambda$ lies at the metal, imperfect screening there raises the two minima to about 223 and 287 mJ/m². All these values assume a linear film response, although the field at the free face, about 7 MV/cm in the first estimate, exceeds $E_c$. They also fix the stripe amplitude at $P_0$, which overstates the cost. Let $P$ vary in the film under (11), with a gradient energy $\tfrac12\kappa|\nabla P|^2$ and $\kappa=9\gamma^2/(8aP_0^4)$, the value that reproduces $\gamma$. In all four cases the uniform nonpolar state is then unstable to small modulations 4 to 6 nm wide, and relaxed stripes lie about 40 to 100 mJ/m² below it. It would resist small modulations only for $\gamma$ above about 135 to 250 mJ/m², depending on the case. With the assumed wall energy, the third state of Section 7 is therefore a feature of the uniform model. The ion-screened polar states at 760 Torr and $V=0$ lie lower still, 158 mJ/m² below the nonpolar state.

Thickness and polarization are ordinary for hafnia memory capacitors near room temperature; the example assumes that the film keeps this polarization at 600 K, which a real film may not. The coercive field is toward the high side, and $\lambda$ is small: at the up-state charge, each further 0.01 nm would add 0.2 V across the screening layers. The assumption that a finished capacitor breaks is the open surface. Its upper face is covered by metal, and near room temperature oxygen exchange is slow. If the ions are frozen, the shift with outside pressure falls from 0.264 V to zero. The result applies to uncapped films at temperatures where the surface equilibrates. There the shift in volts does not depend on thickness, while its equivalent field grows as $1/d$. A continuous electrode that lets oxygen through is a different case: its electronic charge also compensates the polarization and responds to $V$ but not directly to $p$, so (8) need not hold.

The numerical output below lists the main computed values; it does not include all the estimates of this section.

## Numbers as computed

```
Temperature: 600 K
Film thickness: 10 nm
Screening thickness lambda: 0.02 nm
Background relative permittivity: 10
Total relative permittivity at P0: 31.735
Bulk polarization P0: 20 uC/cm2
Intrinsic coercive field: 2 MV/cm
Sites per species: 4 nm^-2
Site energy of each ion: 0.8 eV
Reference pressure: 760 Torr
Low pressure: 1e-06 Torr
Unscreened field P0/(eps0 eps_b): 22.588 MV/cm
kT/4e: 0.012926 V
Bias shift per pressure decade: 0.029763 V
Loop shift, reference to low pressure: -0.26432 V
Upper coercive bias, reference: 1.4509 V
Lower coercive bias, reference: -1.4509 V
Upper coercive bias, low pressure: 1.1865 V
Lower coercive bias, low pressure: -1.7152 V
Nonpolar branch lower bias, reference: -0.18407 V
Nonpolar branch upper bias, reference: 0.18407 V
Zero-bias states P (uC/cm2): -18.3550, -1.1215, -0.0000, 1.1215, 18.3550
Stable against uniform change: yes, no, yes, no, yes
Up state ion charge, reference: -17.689 uC/cm2
Up state oxide coverage, reference: 0.13801
Up state film field, reference: -0.7522 MV/cm
Up state surface potential, reference: 0.35264 V
Up state P, low pressure: 17.704 uC/cm2
Up state ion charge, low pressure: -16.823 uC/cm2
Up state oxide coverage, low pressure: 0.13125
Up state surface potential, low pressure: 0.61546 V
Up state adsorbate capacitance: 589.81 uF/cm2
Up state stack capacitance: 3.163 uF/cm2
Up state dphi/dln(p): -0.012857 V
Nonpolar adsorbate capacitance: 0.0018907 uF/cm2
Nonpolar stack capacitance: -3.1762 uF/cm2
Nonpolar dphi/dln(p): 7.6992e-06 V
Nonpolar state lost below: 0.00049682 Torr
Relaxed P at 3 times that pressure: -0.030033 uC/cm2
Relaxed P at 1/3 that pressure: -18.8 uC/cm2
log10(p/p0) to switch up state at V=0: -48.746
Superoxide case, shift at P=+20 uC/cm2: -1.0573 V
Superoxide case, shift at P=-20 uC/cm2: -0.26432 V
Exact-sum coverage error, 500 sites: 0.000419
Exact-sum coverage error, 1500 sites: 0.000109
Exact-sum shift error, oxide ions: 8.33e-17
Exact-sum shift error, superoxide: 0.00525
Coercive field / rough breakdown field: 0.498
Thermionic leakage at coercive field: 2.44e-08 A/cm2
Time for leakage to pass P0: 819 s
Tunnelling leakage at coercive field: 2.26e-12 A/cm2
Neighbour-ion repulsion: 0.261 eV
Rough bulk vacancy charge: 3.2 uC/cm2
Rough stripe-domain width: 5.17 nm
Stripe-domain energy cost: 194 mJ/m2
Bulk polarization energy gain: 260 mJ/m2
```
